Elastic thermal stress in (111) and (001) grains of a copper film

**Problem**

A copper film is bonded to a thick substrate that expands less than copper does. The film contains grains with a [001] axis along the film normal and grains with a [111] axis along it. At the temperature T0 every grain is free of stress. The film and substrate are then cooled together to T. The elastic constants of copper are C11 = 168.4 GPa, C12 = 121.4 GPa and C44 = 75.4 GPa.

(a) Estimate the ratio of the in-plane stresses in the two kinds of grain by scaling.

(b) Solve the elastic problem and show that the (111) grains develop 2.27 times the stress of the (001) grains.

(c) Find both stresses for cooling from 350 K to 300 K, with expansion coefficients of 17 ppm/K for the film and 3 ppm/K for the substrate. Decide how far the ratio survives slip and the influence of neighbouring grains.

**Assumptions and conventions**

The response is linear elastic. The top surface carries no traction, and the substrate is thick enough to impose its own in-plane dimensions on the film. Each grain extends through the film and is much wider than the film is thick, so that its interior does not feel its neighbours. Tension and extension are positive. The constant C44 multiplies the engineering shear strain, which is twice the tensor component: σxy = C44 γxy = 2C44 exy.

Thermal expansion of a cubic crystal is the same in all directions. A free film would therefore shrink by αf(T0 − T) along every in-plane direction, whatever its orientation, where αf is its expansion coefficient, taken as constant. The substrate allows a shrinkage of αs(T0 − T). The difference is made up by elastic strain:

e = (αf − αs)(T0 − T).

This strain is positive on cooling when αf > αs. It is the same in both kinds of grain, so any difference in stress must come from the biaxial modulus M, defined by

σ = M e.

**First estimate by scaling**

Stretching the film in its plane makes it thinner, because the top surface is free. Suppose for the estimate that copper changes its shape much more easily than its volume. The strain normal to the film is then −2e, and the deformation is a pure change of shape about the film normal. The question is which elastic constant resists it.

For a (001) grain the strains along the cube axes are e, e and −2e, with no shear. The stress along cube axis i is C11 ei + C12(ej + ek). At constant volume ej + ek = −ei, so this stress equals (C11 − C12)ei. The resistance is set by

C′ = (C11 − C12)/2 = (168.4 − 121.4)/2 = 23.5 GPa.

For a (111) grain let n = (1,1,1)/√3 be the film normal in crystal axes. The strain tensor is eI − 3e nn, where I is the unit tensor and every component of nn is 1/3. The diagonal components are e − e = 0, and the off-diagonal ones are −e. Seen from the cube axes this deformation is pure shear, and its resistance is C44 = 75.4 GPa.

Stress is linear in strain, so M001 = kC′ and M111 = k′C44, with pure numbers k and k′. In an isotropic solid C′ = C44, and orientation cannot matter. Hence k = k′, and the estimate is

M111/M001 ≈ C44/C′ = 75.4/23.5 = 3.2.

This is the anisotropy ratio A = 2C44/(C11 − C12) of the crystal. The estimate gives the right direction and order of magnitude. Its weak point is the assumption of constant volume: the bulk modulus is (C11 + 2C12)/3 = 137 GPa, less than twice C44.

**Exact solution: the (001) grain**

The film axes coincide with the cube axes. Shear stresses are then proportional to the corresponding shear strains, so a traction-free surface requires the out-of-plane shear strains to vanish. Let en be the elastic strain along the normal. Zero normal stress means

2C12 e + C11 en = 0,

en = −2(C12/C11)e.

The stress along either in-plane cube axis is

σ = C11 e + C12 e + C12 en = (C11 + C12 − 2C12²/C11)e.

Over the common denominator C11 the numerator is C11² + C11C12 − 2C12², which factorizes as (C11 − C12)(C11 + 2C12). Therefore

M001 = (C11 − C12)(C11 + 2C12)/C11.

With C11 + 2C12 = 411.2 GPa,

M001 = 47.0 × 411.2/168.4 = 114.76 GPa.

**Exact solution: the (111) grain**

Take a strain that is e in every in-plane direction and en along n:

strain = eI + q nn, with q = en − e.

In the cube axes each diagonal component is e + q/3 and each off-diagonal component is q/3. Hooke's law for a cubic crystal then gives equal diagonal stresses s and equal off-diagonal stresses t:

s = (C11 + 2C12)(e + q/3),

t = 2C44 q/3.

The factor 2 in t converts tensor shear to engineering shear. A tensor with s on the diagonal and t elsewhere can be written as

stress = (s − t)I + 3t nn.

Acting on n, it gives (s + 2t)n. The traction on the film surface therefore has no shear part, and its normal part vanishes if s + 2t = 0. Acting on any in-plane direction, it gives the stress s − t. Inserting s and t into s + 2t = 0,

(C11 + 2C12)(e + q/3) + 4C44 q/3 = 0.

Multiplying by 3 and collecting the terms in q,

q(C11 + 2C12 + 4C44) = −3(C11 + 2C12)e,

q = −3(C11 + 2C12)e/(C11 + 2C12 + 4C44).

Since s = −2t, the in-plane stress is s − t = −3t = −2C44 q. Hence

M111 = 6C44(C11 + 2C12)/(C11 + 2C12 + 4C44).

No other strain can satisfy the same conditions. The difference of two solutions would have no in-plane strain and no surface traction, hence no elastic energy, and in a stable crystal it must vanish.

With C11 + 2C12 + 4C44 = 712.8 GPa,

M111 = 6 × 75.4 × 411.2/712.8 = 260.98 GPa.

The common strain e cancels from the ratio of stresses:

σ111/σ001 = M111/M001 = 260.98/114.76 = 2.27.

This is the required result. The elastic energy per volume is half the sum of stress times strain over the two in-plane directions, which is Me². At equal strain the (111) grains therefore also store 2.27 times the elastic energy density of the (001) grains.

**Comparison of the estimate with the solution**

The two moduli are the same function of two different shear constants. To see this, write B = C11 + 2C12, which is three times the bulk modulus. With C′ = (C11 − C12)/2,

B + 4C′ = C11 + 2C12 + 2C11 − 2C12 = 3C11.

Therefore 6C′B/(B + 4C′) = 3(C11 − C12)B/(3C11) = M001. Both results have the form

M = 6μB/(B + 4μ),

with μ = C′ for (001) and μ = C44 for (111). Their ratio is

M111/M001 = A (B + 4C′)/(B + 4C44).

The first factor is the scaling estimate. The second is the correction for volume change:

(411.2 + 94.0)/(411.2 + 301.6) = 505.2/712.8 = 0.709,

and 3.209 × 0.709 = 2.27. The estimate is thus 41 % above the exact ratio.

The formula has three useful limits. If B is much larger than 4μ for both orientations, M tends to 6μ and the ratio tends to A, as estimated. If B is much smaller than 4μ for both, M tends to 3B/2. The shear constants then drop out and the ratio tends to 1. If A = 1, so that C′ = C44, the ratio is 1 for any B. For A > 1 the correction factor lies between 1/A and 1, so the true ratio lies between 1 and A.

The normal strains show the same physics. At constant volume en/e would be −2. The solutions give −1.442 for (001) and −0.731 for (111). The relative volume change, 2e + en, is therefore 0.56e in the (001) grain and 1.27e in the (111) grain. The grain that is stiffer in shear accommodates more of the imposed stretch by dilating. This limits its stress and pulls the ratio below A.

**Stresses for the given cooling**

The misfit strain is

e = (17 − 3) × 10⁻⁶ × 50 = 7.0 × 10⁻⁴.

The stresses are

σ001 = 114.76 GPa × 7.0 × 10⁻⁴ = 80.3 MPa,

σ111 = 260.98 GPa × 7.0 × 10⁻⁴ = 182.7 MPa.

They grow by 1.61 and 3.65 MPa for each kelvin of cooling. If the grains already carried different growth stresses at T0, these would be added, and the ratio 2.27 would apply to the changes in stress, not to the totals.

**Where slip ends the elastic ratio**

Copper slips on {111} planes along <110> directions. For a slip plane with unit normal m and a slip direction b lying in it, m·b = 0. The film stress is σ(I − nn), so the resolved shear stress has magnitude

τ = σ |m·n| |n·b|.

In a (001) grain every slip plane has |m·n| = 1/√3, and the largest |n·b| is 1/√2. The largest Schmid factor τ/σ is 1/√6 = 0.408. In a (111) grain the slip plane parallel to the film has n·b = 0 and feels no shear. The other three have |m·n| = 1/3, and their largest |n·b| is 2/√6, which gives 2/(3√6) = 0.272.

The resolved stresses after 50 K of cooling are 32.8 MPa in the (001) grain and 49.7 MPa in the (111) grain. Take 60 MPa as a rough critical value for a film 1 µm thick, the same for both orientations. Away from the grain boundaries, both grains are then still elastic. Since τ is proportional to the cooling, slip starts after

50 K × 60/49.7 = 60 K in the (111) grain,

50 K × 60/32.8 = 91 K in the (001) grain.

The (111) grain yields first although its Schmid factor is smaller, because its elastic stress is larger by a greater factor. If cooling continues until both grains slip, and each stays at the same critical shear stress without hardening, then σ is the critical stress divided by the Schmid factor. The ratio becomes 0.408/0.272 = 1.50. It no longer depends on the elastic constants.

**Where neighbouring grains matter**

The uniform solutions cannot hold right up to a grain boundary. The normal stress across a vertical boundary must be the same on both sides, whereas the two solutions would put 80.3 MPa on one side and 182.7 MPa on the other. Each boundary is therefore surrounded by a disturbed zone.

Its effect was computed by finite elements for alternating (001) and (111) stripes of equal width, in a film 1 µm thick on a rigid substrate. The direction across the stripes is [100] in the (001) grains and [1,−1,0] in the (111) grains. The stress was taken as the mean of the two in-plane normal components, averaged over each stripe. For stripes 20, 4 and 1 µm wide the stress ratio is about 2.1, 1.7 and 1.25. In the middle of the 20 µm stripes it is 2.274, in agreement with the formula.

The correction is large. In the 1 µm stripes the mean stress is 42 % higher in the (001) grains, and 22 % lower in the (111) grains, than in wide grains of the same orientation. On a rigid substrate the factor 2.27 thus describes the interior of wide grains; on an elastic substrate the disturbance reaches much further, as discussed below. It is a poor guide to the average stress in grains about as wide as the film is thick.

**The model beside a real film**

The example is set in the regime of copper metallization on a semiconductor wafer. The expansion coefficients, the film thickness of 1 µm and the wafer thickness of 500 µm are rough typical values. The cooling of 50 K is small: cooling after a heat treatment can span a few hundred kelvin. By the estimate above, such a range takes both grains into slip. In wide grains the ratio then moves from 2.27 towards 1.50, provided that both orientations have the same critical shear stress and do not harden. In a thin film the critical value can itself depend on orientation, and the final ratio then differs from 1.50. If the grains are only about as wide as the film is thick, the elastic ratio falls to about 1.25 for the stripes computed above; the exact value depends on their in-plane directions, and lies between 1.24 and 1.32 when the direction across the stripes is [100] or [110] in the (001) grains and [1,−1,0] or [1,1,−2] in the (111) grains. Of the effects estimated here, these two change the ratio most.

Two other effects are minor. With rough temperature slopes for the elastic constants, warming from 300 to 350 K lowers both moduli by 1 to 2 %, and the ratio changes by less than 1 %. A 500 µm substrate with a rough biaxial modulus of 180 GPa shortens and bends slightly. This removes 0.5 % of the misfit strain if the whole film is (001) and 1.2 % if it is all (111). If the grains are much narrower than the substrate is thick, this overall deformation is common to both kinds of grain and cancels from the ratio. Local deformation of the substrate beneath the grain boundaries is not included, and it need not be minor. A substrate that deforms elastically there lets the stresses of neighbouring grains even out further, so the stripe ratios found for a rigid substrate are too high. On a silicon substrate with a biaxial modulus of 180 GPa the mean ratios for stripes 20, 4 and 1 µm wide fall to about 1.9, 1.5 and 1.2. Even in the middle of the 20 µm stripes the ratio is then only about 2.1, because the strain that a boundary induces in the substrate decays slowly with distance. On a real wafer the factor 2.27 is therefore approached only in grains much wider than twenty film thicknesses.

Computed values

```
C11, C12, C44 = 168.4, 121.4, 75.4 GPa
C11 + 2 C12 = 411.2 GPa
C11 + 2 C12 + 4 C44 = 712.8 GPa
anisotropy ratio A = 3.209
M001 = 114.76 GPa
M111 = 260.98 GPa
stress ratio (111)/(001) = 2.274
stress ratio with A = 1: 1.000
normal/in-plane strain, (001) = -1.442
normal/in-plane strain, (111) = -0.731
film expansion (rough) = 17 ppm/K
substrate expansion (rough) = 3 ppm/K
stress-free, final temperature = 350, 300 K
misfit strain = 7.00e-04
stress in (001) grain = 80.3 MPa
stress in (111) grain = 182.7 MPa
stress per kelvin, (001) = 1.61 MPa/K
stress per kelvin, (111) = 3.65 MPa/K
largest Schmid factor, (001) = 0.408
largest Schmid factor, (111) = 0.272
resolved shear stress, (001) = 32.8 MPa
resolved shear stress, (111) = 49.7 MPa
critical shear stress (rough) = 60 MPa
cooling to first slip, (001) = 91 K
cooling to first slip, (111) = 60 K
stress ratio if both slip = 1.50
film thickness = 1 um
mean stress ratio, 1 um stripes = 1.25
mean stress ratio, 4 um stripes = 1.73
mean stress ratio, 20 um stripes = 2.14
mid-grain ratio, 20 um stripes = 2.274
mean (001) stress change, 1 um = 42.4 %
mean (111) stress change, 1 um = -21.8 %
rough slopes of C11, C12, C44 = -0.03, -0.015, -0.025 GPa/K
M001 change, 300 to 350 K = -1.4 %
M111 change, 300 to 350 K = -1.3 %
stress ratio with 350 K constants = 2.278
substrate thickness = 500 um
substrate biaxial modulus (rough) = 180 GPa
strain lost to substrate, all-(001) film = 0.51 %
strain lost to substrate, all-(111) film = 1.15 %
```
